**Binding thresholds of one and two site impurities on a simple cubic lattice**

With hopping \(t\), one site lowered by \(U\) binds a state below the band for \(U>1/g_0=3.957t\), and two lowered neighbouring sites do so for \(U>1/(g_0+g_1)=2.952t\). Here \(g_0\) and \(g_1\) are the on-site and nearest-neighbour elements of \((H_0+6t)^{-1}\), where \(H_0\) is the Hamiltonian of the perfect lattice. The program computes them from Bessel-function integrals and asserts that the thresholds agree with real-space solutions in hard-wall boxes extrapolated to infinite size. It compares the same integrals at finite binding energy with a Brillouin-zone sum. Sparse diagonalization tests selected bound-state energies, the weight on the impurity sites, the repulsive mirror image and the effect of a changed bond between the impurities. Further assertions cover the odd-state threshold at \(6t\), the norms at threshold, the near-threshold law, the decay length and the effect of a potential on the neighbours. For \(t=0.5\) eV and \(U=1.75\) eV, the output shows no level for the single impurity and a pair level 0.061 eV below the band.

## Verification by program

```python
"""
Result under test: on a simple cubic lattice with hopping -t (band -6t..6t),
one site lowered by U binds a state below the band only for U > 1/g0 = 3.957 t;
two lowered nearest-neighbour sites bind one for U > 1/(g0+g1) = 2.952 t,
and a second (odd) one for U > 6 t.
g0, g1: on-site and nearest-neighbour elements of (H0 + 6t)^-1.
eps: binding energy below the band edge, E = -6t - eps.
All model calculations use t = 1 and lattice constant 1; eV and nm enter last.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.fft import dstn, idstn
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e, i1e, ive

# ---------- infinite lattice: Bessel-function integrals ----------
CHANNELS = {
    "single": lambda x: i0e(x) ** 3,
    "neighbour": lambda x: i1e(x) * i0e(x) ** 2,
    "even": lambda x: (i0e(x) + i1e(x)) * i0e(x) ** 2,
    "odd": lambda x: (i0e(x) - i1e(x)) * i0e(x) ** 2,
}


def green(channel, eps=0.0, power=0):
    """Integral of tau^power exp(-eps tau) times the channel's Bessel product.
    power=0 gives the Green function, power=1 minus its eps-derivative."""
    f = lambda tau: tau ** power * np.exp(-eps * tau) * CHANNELS[channel](2 * tau)
    near = quad(f, 0, 1, epsabs=1e-12, epsrel=1e-10)[0]
    far = quad(lambda s: 2 * f(1 / s ** 2) / s ** 3, 0, 1,
               epsabs=1e-11, epsrel=1e-9, limit=300)[0]
    return near + far


def binding(channel, U):
    """Binding energy from 1 = U*green(eps); None if there is no bound state."""
    if U * green(channel) <= 1:
        return None
    return brentq(lambda e: U * green(channel, e) - 1, 1e-10, U, xtol=1e-12)


g0, g1 = green("single"), green("neighbour")
lam_even, lam_odd = green("even"), green("odd")
U_single, U_pair, U_odd = 1 / g0, 1 / lam_even, 1 / lam_odd

# Brillouin-zone sum, the definition, at a finite binding energy
k = 2 * np.pi * np.arange(40) / 40
cx, cy, cz = np.meshgrid(np.cos(k), np.cos(k), np.cos(k), indexing="ij")
inverse = 1 / (6.5 - 2 * (cx + cy + cz))
assert abs(inverse.mean() - green("single", 0.5)) < 1e-8
assert abs((cx * inverse).mean() - green("neighbour", 0.5)) < 1e-8
# lattice equation at the origin, at the band edge
assert abs(6 * (g0 - g1) - 1) < 1e-7


# ---------- finite boxes with hard walls, solved in real space ----------
def box_hamiltonian(n):
    chain = sp.diags([-np.ones(n - 1), -np.ones(n - 1)], [-1, 1])
    one = sp.identity(n)
    return (sp.kron(sp.kron(chain, one), one) + sp.kron(sp.kron(one, chain), one)
            + sp.kron(sp.kron(one, one), chain)).tocsr()


def box_edge_data(L):
    """Solve (H0+6)x = source in a box of wall distance L."""
    n, c = L - 1, (L - 1) // 2
    q = 2 * np.cos(np.pi * np.arange(1, n + 1) / L)
    spectrum = 6 - q[:, None, None] - q[None, :, None] - q[None, None, :]
    src = {name: np.zeros((n, n, n)) for name in ("single", "even", "odd", "shell")}
    src["single"][c, c, c] = 1
    src["even"][c, c, c] = src["even"][c, c, c + 1] = np.sqrt(0.5)
    src["odd"][c, c, c], src["odd"][c, c, c + 1] = np.sqrt(0.5), -np.sqrt(0.5)
    for d in (-1, 1):
        for site in ((c + d, c, c), (c, c + d, c), (c, c, c + d)):
            src["shell"][site] = 1 / np.sqrt(6)
    x = {s: idstn(dstn(b, type=1) / spectrum, type=1) for s, b in src.items()}
    if L == 40:   # the sine transform really solves the lattice equation
        H = box_hamiltonian(n)
        for s in src:
            v = x[s].ravel()
            assert np.abs(H @ v + 6 * v - src[s].ravel()).max() < 1e-10
    values = [np.sum(src[s] * x[s]) for s in ("single", "even", "odd", "shell")]
    values.append(np.sum(src["shell"] * x["single"]))
    norms = [np.sum(x[s] ** 2) for s in ("single", "even", "odd")]
    return np.array(values + norms)


sizes = np.array([40.0, 60.0, 80.0])
box = np.array([box_edge_data(int(L)) for L in sizes])
# finite-size corrections run as 1/L and 1/L^3
fit = np.linalg.solve(np.column_stack([np.ones(3), 1 / sizes, 1 / sizes ** 3]), box)
box_single, box_even, box_odd, box_shell, box_cross = fit[0, :5]
assert abs(1 / box_single - U_single) < 1e-4
assert abs(1 / box_even - U_pair) < 1e-4
assert abs(1 / box_odd - 6) < 1e-4 and abs(U_odd - 6) < 1e-5
# threshold states: even ones have a norm growing linearly with L, odd one converges
for column in (5, 6):
    step1, step2 = np.diff(box[:, column])
    assert step1 > 0 and abs(step2 / step1 - 1) < 0.02
odd_norm = green("odd", 0.0, power=1)
assert abs(fit[0, 7] / odd_norm - 1) < 2e-3
odd_weight = lam_odd ** 2 / odd_norm

# ---------- bound states by sparse diagonalization ----------
n_box = 25
H_free = box_hamiltonian(n_box)
mid = n_box // 2
site_a = (mid * n_box + mid) * n_box + mid
site_b = site_a + 1
start = np.random.default_rng(1).standard_normal(n_box ** 3)


def box_levels(U, pair, bond=0.0, count=1, which="SA"):
    change = sp.lil_matrix(H_free.shape)
    change[site_a, site_a] = -U
    if pair:
        change[site_b, site_b] = -U
        change[site_a, site_b] = change[site_b, site_a] = -bond
    E, v = eigsh(H_free + change.tocsr(), k=count, which=which, v0=start,
                 ncv=40, tol=1e-9, maxiter=5000)
    order = np.argsort(E)
    return E[order], v[:, order]


U_ex = 3.5
eps_ex = binding("even", U_ex)
weight_ex = (1 / U_ex) ** 2 / green("even", eps_ex, power=1)
E_pair, v_pair = box_levels(U_ex, True)
assert abs(E_pair[0] + 6 + eps_ex) < 5e-5
assert abs(v_pair[site_a, 0] ** 2 + v_pair[site_b, 0] ** 2 - weight_ex) < 1e-3
E_one, _ = box_levels(U_ex, False)
assert binding("single", U_ex) is None and E_one[0] > -6
assert abs(box_levels(5.0, False)[0][0] + 6 + binding("single", 5.0)) < 5e-5
E_two, _ = box_levels(7.0, True, count=2)
assert abs(E_two[0] + 6 + binding("even", 7.0)) < 5e-5
assert abs(E_two[1] + 6 + binding("odd", 7.0)) < 5e-5
# repulsive pair: mirror-image level above the band
assert abs(box_levels(-U_ex, True, which="LA")[0][0] - 6 - eps_ex) < 5e-5
# changed hopping between the impurities acts as a change of U
bond = 0.1
eps_bond = binding("even", U_ex + bond)
assert abs(box_levels(U_ex, True, bond=bond)[0][0] + 6 + eps_bond) < 5e-5

# near-threshold law
small = 1e-5
assert abs((g0 - green("single", small)) * 4 * np.pi / np.sqrt(small) - 1) < 0.01
eps_law = (2 * np.pi * (lam_even - 1 / U_ex)) ** 2
U_near = 3.0
law_near = (2 * np.pi * (lam_even - 1 / U_near)) ** 2
assert abs(law_near / binding("even", U_near) - 1) < 0.1

# decay along an axis, tested on the far Green function
kappa = np.arccosh(1 + eps_ex / 2)


def far_green(m):
    return quad(lambda u: np.exp(-eps_ex * u) * ive(m, 2 * u) * i0e(2 * u) ** 2,
                0, 600, epsabs=0, epsrel=1e-8, limit=400)[0]


assert abs(np.log(20 * far_green(20) / (21 * far_green(21))) / kappa - 1) < 0.01

# potential on the six neighbours that would make the single impurity bind
spill = (1 - U_ex * g0) / (g1 * (6 - U_ex))
deficit = 1 - U_ex * box_single
spill_box = deficit / (deficit * box_shell + U_ex * box_cross ** 2)
assert abs(spill / spill_box - 1) < 1e-3

# ---------- example in engineering units ----------
t_eV, a_nm, T_K, eps_r = 0.5, 0.4, 300.0, 10.0
e = const.e
mass = const.hbar ** 2 / (2 * t_eV * e * (a_nm * 1e-9) ** 2) / const.m_e
kT = const.k * T_K / e
decay_nm = a_nm / kappa
field = eps_ex * t_eV / (decay_nm * 1e-9) / 1e8
rydberg = const.Rydberg * const.h * const.c / e
hydrogenic = rydberg * mass / eps_r ** 2

print(f"g0 at band edge = {g0:.6f} /t")
print(f"g1 at band edge = {g1:.6f} /t")
print(f"g0+g1 = {lam_even:.6f} /t ; g0-g1 = {lam_odd:.6f} /t")
print(f"threshold, one impurity = {U_single:.4f} t")
print(f"threshold, pair, even state = {U_pair:.4f} t")
print(f"threshold, pair, odd state = {U_odd:.4f} t")
print(f"ratio pair/single threshold = {U_pair / U_single:.4f}")
print(f"box extrapolation: single {1/box_single:.4f} t, even {1/box_even:.4f} t, "
      f"odd {1/box_odd:.4f} t")
for L, row in zip(sizes, box):
    print(f"box L={L:.0f}: single threshold {1/row[0]:.4f} t, "
          f"even {1/row[1]:.4f} t")
print(f"odd state at its threshold: weight on the two sites = {odd_weight:.4f}")
print("binding energies below the band, in t (single / even / odd):")
for U in (3.0, 3.5, 4.0, 5.0, 7.0):
    cells = [binding(c, U) for c in ("single", "even", "odd")]
    text = " / ".join("none" if b is None else f"{b:.5f}" for b in cells)
    print(f"  U = {U:.1f} t: {text}")
print(f"near-threshold law, pair at U=3.0 t: {law_near:.5f} t")
print(f"near-threshold law, pair at U=3.5 t: {eps_law:.5f} t")
print(f"example: t = {t_eV} eV, a = {a_nm} nm, U = {U_ex * t_eV:.3f} eV")
print(f"band edge = {-6 * t_eV:.3f} eV ; effective mass = {mass:.3f} m_e")
print(f"single threshold = {U_single * t_eV:.3f} eV")
print(f"pair threshold = {U_pair * t_eV:.3f} eV")
print(f"U*g0 = {U_ex * g0:.4f} ; U*(g0+g1) = {U_ex * lam_even:.4f}")
print(f"pair binding energy = {eps_ex * t_eV:.4f} eV")
print(f"pair level energy = {-(6 + eps_ex) * t_eV:.4f} eV")
print(f"same level from box diagonalization = {E_pair[0] * t_eV:.4f} eV")
print(f"lowest single-impurity box energy = {E_one[0] * t_eV:.4f} eV")
print(f"weight on the two impurity sites = {weight_ex:.4f}")
print(f"kappa*a = {kappa:.4f} ; amplitude decay length = {decay_nm:.3f} nm")
print(f"kT at {T_K:.0f} K = {kT:.4f} eV ; binding/kT = {eps_ex * t_eV / kT:.2f}")
print(f"binding with bond hopping +10% = {eps_bond * t_eV:.4f} eV")
print(f"neighbour potential that makes single bind = {spill * t_eV:.3f} eV")
print(f"that potential as a fraction of U = {spill / U_ex:.3f}")
print(f"field: binding energy over one decay length = {field:.3f} MV/cm")
print(f"hydrogenic binding, charged centre, permittivity {eps_r:.0f} = "
      f"{hydrogenic:.4f} eV")
print("verified")
```

Output:

```
g0 at band edge = 0.252731 /t
g1 at band edge = 0.086064 /t
g0+g1 = 0.338795 /t ; g0-g1 = 0.166667 /t
threshold, one impurity = 3.9568 t
threshold, pair, even state = 2.9516 t
threshold, pair, odd state = 6.0000 t
ratio pair/single threshold = 0.7460
box extrapolation: single 3.9568 t, even 2.9516 t, odd 6.0000 t
box L=40: single threshold 4.0120 t, even 3.0135 t
box L=60: single threshold 3.9934 t, even 2.9926 t
box L=80: single threshold 3.9842 t, even 2.9822 t
odd state at its threshold: weight on the two sites = 0.6595
binding energies below the band, in t (single / even / odd):
  U = 3.0 t: none / 0.00119 / none
  U = 3.5 t: none / 0.12168 / none
  U = 4.0 t: 0.00117 / 0.36934 / none
  U = 5.0 t: 0.40079 / 1.05224 / none
  U = 7.0 t: 1.91863 / 2.72761 / 0.79902
near-threshold law, pair at U=3.0 t: 0.00118 t
near-threshold law, pair at U=3.5 t: 0.11123 t
example: t = 0.5 eV, a = 0.4 nm, U = 1.750 eV
band edge = -3.000 eV ; effective mass = 0.476 m_e
single threshold = 1.978 eV
pair threshold = 1.476 eV
U*g0 = 0.8846 ; U*(g0+g1) = 1.1858
pair binding energy = 0.0608 eV
pair level energy = -3.0608 eV
same level from box diagonalization = -3.0608 eV
lowest single-impurity box energy = -2.9835 eV
weight on the two impurity sites = 0.3942
kappa*a = 0.3471 ; amplitude decay length = 1.152 nm
kT at 300 K = 0.0259 eV ; binding/kT = 2.35
binding with bond hopping +10% = 0.0817 eV
neighbour potential that makes single bind = 0.268 eV
that potential as a fraction of U = 0.153
field: binding energy over one decay length = 0.528 MV/cm
hydrogenic binding, charged centre, permittivity 10 = 0.0648 eV
verified
```
